# Heat-field dynamics and the Green-Kubo thermal conductivity: a program that tests the result

```python
# Result under test: a fictitious heat field F (1/length), whose work rate is
# J*F, gives  <J>/(V*T*F) -> kappa = integral <J(s)J(0)> ds / (V*kB*T^2).
# J: volume-integrated heat current; V: volume; T: temperature.
# Model: ring of atoms with displacements u, nearest-neighbour springs and
# a cage energy cage2*u^2/2 + cage4*u^4/4. Working units: nm, ps, eV, K.
import numpy as np
from scipy import constants as const
from scipy.fft import rfft, irfft, next_fast_len
from scipy.integrate import cumulative_trapezoid

rng = np.random.default_rng(12345)
kB = const.k / const.e
temperature = 300.0
kT = kB * temperature
mass_u = 209.0
mass = mass_u * const.atomic_mass * 1e6 / const.e      # eV ps^2 / nm^2
spring, cage2, cage4 = 150.0, 50.0, 8.0e5              # eV/nm^2, eV/nm^2, eV/nm^4
spacing, area = 0.33, 0.11                             # nm, nm^2
atoms, replicas, dt = 64, 400, 0.01
volume = atoms * spacing * area
to_si = const.e * 1e21                                 # eV/(ps nm K) -> W/(m K)
sample = 2 * dt

# ---------- general many-body identities, small 3D cluster, unit mass ----------
def site_potential(r):
    n = len(r)
    eye = np.eye(n)
    dist = np.sqrt(((r[:, None] - r[None]) ** 2).sum(-1) + eye)
    off = 1.0 - eye
    pair = off * (np.exp(-2 * (dist - 1)) - 2 * np.exp(-(dist - 1)))
    density = off * np.exp(-1.5 * (dist - 1))
    return 0.5 * pair.sum(1) - np.sqrt(density.sum(1))

def site_gradients(r, h=1e-5):
    grad = np.zeros((len(r), 3, len(r)))               # [moved atom, axis, site]
    for i in range(len(r)):
        for axis in range(3):
            shift = np.zeros_like(r)
            shift[i, axis] = h
            grad[i, axis] = (site_potential(r + shift)
                             - site_potential(r - shift)) / (2 * h)
    return grad

def cluster_energy(r, v):
    return 0.5 * (v ** 2).sum(1) + site_potential(r)

cluster = np.array([[0, 0, 0], [1.1, 0, 0], [0, 1.2, 0],
                    [0, 0, 1.0], [1, 1.1, 0.9], [-0.8, 0.7, 0.8]], float)
cluster += 0.05 * rng.normal(size=cluster.shape)
cluster_v = rng.normal(size=cluster.shape)
cluster_v -= cluster_v.mean(0)
gradients = site_gradients(cluster)
separation = cluster[:, None] - cluster[None]
natural_force = -gradients.sum(2)
field_vector = np.array([0.3, -0.2, 0.5])

def cluster_drive(v):
    push = cluster_energy(cluster, v)[:, None] * field_vector
    push = push - np.einsum('iaj,ij->ia', gradients, separation @ field_vector)
    return push - push.mean(0)

current_formula = (cluster_v * cluster_energy(cluster, cluster_v)[:, None]).sum(0)
current_formula -= np.einsum('ijb,iaj,ia->b', separation, gradients, cluster_v)
h = 1e-5
def energy_moment(sign):
    r = cluster + sign * h * cluster_v
    v = cluster_v + sign * h * natural_force
    return (r * cluster_energy(r, v)[:, None]).sum(0)
current_definition = (energy_moment(1) - energy_moment(-1)) / (2 * h)
assert np.allclose(current_formula, current_definition, rtol=1e-5, atol=1e-5)

total_push = natural_force + cluster_drive(cluster_v)
def driven_energy(sign):
    return cluster_energy(cluster + sign * h * cluster_v,
                          cluster_v + sign * h * total_push).sum()
work_rate = (driven_energy(1) - driven_energy(-1)) / (2 * h)
work_expected = current_definition @ field_vector
assert abs(work_rate - work_expected) < 1e-5 * (1 + abs(work_expected))

def drive_divergence(v):
    total = 0.0
    for i in range(len(v)):
        for axis in range(3):
            shift = np.zeros_like(v)
            shift[i, axis] = 1e-4
            total += (cluster_drive(v + shift) - cluster_drive(v - shift))[i, axis] / 2e-4
    return total
compression_rest = drive_divergence(cluster_v)
moving_v = cluster_v + np.array([0.4, 0.1, 0.2])
compression_moving = drive_divergence(moving_v)
assert abs(compression_rest) < 1e-7
assert abs(compression_moving - (1 - 1 / len(cluster))
           * moving_v.sum(0) @ field_vector) < 1e-7

# ---------- lattice current and isokinetic dissipation function ----------
def ring_force(u):
    return (spring * (np.roll(u, -1) + np.roll(u, 1) - 2 * u)
            - cage2 * u - cage4 * u ** 3)

def ring_energy(u, v):                                 # first axis runs over atoms
    bond = 0.5 * spring * (np.roll(u, -1, 0) - u) ** 2
    return (0.5 * mass * v ** 2 + 0.5 * cage2 * u ** 2 + 0.25 * cage4 * u ** 4
            + 0.5 * (bond + np.roll(bond, 1, 0)))

def ring_coupling(u):
    return -0.5 * spacing * spring * (np.roll(u, -1) - np.roll(u, 1))

small = 12
small_u, small_v = np.zeros(small), np.zeros(small)
small_u[4:8] = 0.01 * rng.normal(size=4)
small_v[4:8] = np.sqrt(kT / mass) * rng.normal(size=4)
sites = spacing * np.arange(small)
def ring_moment(sign):
    return sites @ ring_energy(small_u + sign * h * small_v,
                               small_v + sign * h * ring_force(small_u) / mass)
moment_rate = (ring_moment(1) - ring_moment(-1)) / (2 * h)
small_current = small_v @ ring_coupling(small_u)
assert abs(moment_rate - small_current) < 1e-5 * abs(small_current) + 1e-8

small_u = 0.01 * rng.normal(size=small)
small_p = np.sqrt(kT * mass) * rng.normal(size=small)
test_field = 1.0
def isokinetic_rate(p):
    push = ring_force(small_u) + test_field * ring_coupling(small_u)
    return push - (push @ p) / (p @ p) * p
divergence = 0.0
for i in range(small):
    shift = np.zeros(small)
    shift[i] = 1e-5
    divergence += (isokinetic_rate(small_p + shift)
                   - isokinetic_rate(small_p - shift))[i] / 2e-5
beta_small = (small - 1) / (small_p @ small_p / mass)
step_u = 1e-6 * small_p / mass
potential_rate = (ring_energy(small_u + step_u, 0 * small_u).sum()
                  - ring_energy(small_u - step_u, 0 * small_u).sum()) / 2e-6
dissipation = -divergence + beta_small * potential_rate
dissipation_expected = beta_small * test_field * (small_p / mass) @ ring_coupling(small_u)
assert abs(dissipation - dissipation_expected) < 1e-4 * (1 + abs(dissipation_expected))

# ---------- harmonic ring: the field amplifies waves at rate F*v_group/2 ----------
weak_field, middle_field, strong_field = 0.04, 0.12, 2.0   # 1/nm
identity = np.eye(atoms)
next_atom, last_atom = np.roll(identity, 1, axis=1), np.roll(identity, -1, axis=1)
dynamical = (spring * (next_atom + last_atom - 2 * identity) - cage2 * identity
             - 0.5 * weak_field * spacing * spring * (next_atom - last_atom)) / mass
first_order = np.block([[np.zeros((atoms, atoms)), identity],
                        [dynamical, np.zeros((atoms, atoms))]])
growth = np.linalg.eigvals(first_order).real.max()
def frequency(q):
    return np.sqrt((cage2 + 2 * spring * (1 - np.cos(q * spacing))) / mass)
waves = 2 * np.pi * np.arange(atoms) / (atoms * spacing)
group_velocity = (frequency(waves + 1e-4) - frequency(waves - 1e-4)) / 2e-4
growth_expected = 0.5 * weak_field * group_velocity.max()
assert abs(growth / growth_expected - 1) < 2e-3

# ---------- molecular dynamics of many independent rings ----------
kinetic_target = (atoms - 1) * kT / mass               # fixed sum of v^2

def half_kick(padded, right, left, kick, scratch):
    padded[0], padded[-1] = padded[-2], padded[1]
    u = padded[1:-1]
    np.multiply(u, u, out=scratch)
    scratch *= cage4 * dt / (2 * mass)
    scratch += (2 * spring + cage2) * dt / (2 * mass)
    scratch *= u
    np.multiply(padded[2:], right, out=kick)
    kick -= scratch
    np.multiply(padded[:-2], left, out=scratch)
    kick += scratch

def isokinetic_kick(velocity, kick, scratch):
    # exact solution of dv/dt = g - (g.v/sum v^2) v at fixed positions;
    # kick = g * half step; returns the heat passed to the thermostat
    along = np.einsum('ij,ij->j', kick, velocity) / kinetic_target
    root = np.sqrt(np.einsum('ij,ij->j', kick, kick) / kinetic_target)
    stretch = np.cosh(root) + along * np.sinh(root) / root
    weight = np.sinh(root) / root + along * 2 * np.sinh(root / 2) ** 2 / root ** 2
    np.multiply(kick, weight, out=scratch)
    velocity += scratch
    velocity /= stretch
    return mass * kinetic_target * np.log(stretch)

def simulate(padded, velocity, field, steps, isokinetic=False):
    factor = spring * dt / (2 * mass)
    right = factor * (1 - 0.5 * spacing * field)
    left = factor * (1 + 0.5 * spacing * field)
    kick, scratch = np.empty_like(velocity), np.empty_like(velocity)
    currents = np.empty((steps // 2, replicas))
    removed, site_square = np.zeros(replicas), np.zeros(atoms)
    half_kick(padded, right, left, kick, scratch)
    for step in range(steps):
        if isokinetic:
            removed += isokinetic_kick(velocity, kick, scratch)
        else:
            velocity += kick
        np.multiply(velocity, dt, out=scratch)
        padded[1:-1] += scratch
        half_kick(padded, right, left, kick, scratch)
        if isokinetic:
            removed += isokinetic_kick(velocity, kick, scratch)
        else:
            velocity += kick
        if step % 2:
            np.subtract(padded[2:], padded[:-2], out=scratch)
            currents[step // 2] = (-0.5 * spacing * spring
                                   * np.einsum('ij,ij->j', velocity, scratch))
            if isokinetic:                             # rings with positive field
                part = velocity[:, :replicas // 2]
                site_square += np.einsum('ij,ij->i', part, part)
    profile = site_square / (len(currents) * (replicas // 2))
    return currents, removed, profile

def thermal_velocity():
    return np.sqrt(kT / mass) * rng.normal(size=(atoms, replicas))

state = np.zeros((atoms + 2, replicas))
for _ in range(25):                                    # canonical sampling
    speed = thermal_velocity()
    simulate(state, speed, 0.0, 80)
speed = thermal_velocity()

segments, response, square_u, square_bond = [], [], [], []
for _ in range(6):
    square_u.append((state[1:-1] ** 2).mean())
    square_bond.append(((np.roll(state[1:-1], -1, 0) - state[1:-1]) ** 2).mean())
    plus = simulate(state.copy(), speed.copy(), weak_field, 300)[0]
    minus = simulate(state.copy(), speed.copy(), -weak_field, 300)[0]
    response.append((plus - minus) / (2 * weak_field))
    segments.append(simulate(state, speed, 0.0, 2000)[0])

# equilibrium <u^2> from the transfer operator, without dynamics
grid = np.linspace(-0.05, 0.05, 241)
cage = 0.5 * cage2 * grid ** 2 + 0.25 * cage4 * grid ** 4
kernel = np.exp(-(0.5 * (cage[:, None] + cage[None])
                  + 0.5 * spring * (grid[:, None] - grid[None]) ** 2) / kT)
ground = np.linalg.eigh(kernel)[1][:, -1]
square_exact = (ground ** 2) @ grid ** 2
square_md = np.mean(square_u)
assert abs(square_md / square_exact - 1) < 0.02        # time-step bias and noise

# fluctuation road
current = np.concatenate(segments)
length, lags = len(current), 751
size = next_fast_len(length + lags, real=True)
spectrum = rfft(current, n=size, axis=0)
correlation = irfft(np.abs(spectrum) ** 2, n=size, axis=0)[:lags]
correlation /= (length - np.arange(lags))[:, None]
running = cumulative_trapezoid(correlation, dx=sample, axis=0, initial=0)
running *= to_si / (volume * kB * temperature ** 2)
def mean_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(values.size)
kappa_gk, error_gk = mean_error(running[-1])

# transient road, no thermostat
response = np.concatenate(response, axis=1) * to_si / (volume * temperature)
transient = []
for time in (0.5, 1.0, 2.0, 3.0):
    index = round(time / sample)
    fluct, fluct_error = mean_error(running[index])
    driven, driven_error = mean_error(response[index - 1])
    combined = np.hypot(fluct_error, driven_error)
    assert combined < 0.06 * fluct
    assert abs(driven - fluct) < 4 * combined + 0.02 * fluct  # noise, finite field
    transient.append((time, fluct, fluct_error, driven, driven_error))

# steady road, isokinetic; half of the rings feel +F and half feel -F
signs = np.where(np.arange(replicas) < replicas // 2, 1.0, -1.0)
def stored_energy(padded):
    u = padded[1:-1]
    return ring_energy(u, np.zeros_like(u)).sum(0).mean()

def steady(strength, settle, steps):
    padded, velocity = state.copy(), speed.copy()
    velocity *= np.sqrt(kinetic_target / (velocity ** 2).sum(0))
    simulate(padded, velocity, strength * signs, settle, True)
    before = stored_energy(padded)
    flow, removed, profile = simulate(padded, velocity, strength * signs, steps, True)
    storing = (stored_energy(padded) - before) / (steps * dt)
    assert np.allclose((velocity ** 2).sum(0), kinetic_target, rtol=1e-8)
    along = flow.mean(0) * signs
    kappa, error = mean_error(along * to_si / (volume * temperature * strength))
    heat_rate = removed.mean() / (steps * dt)
    return kappa, error, along.mean() * strength, heat_rate, storing, profile

kappa_ne, error_ne, work, heat, storing, profile = steady(weak_field, 1000, 8000)
kappa_mid, error_mid = steady(middle_field, 1000, 1500)[:2]
kappa_strong, error_strong = steady(strong_field, 1000, 1500)[:2]
combined = np.hypot(error_gk, error_ne)
assert combined < 0.08 * kappa_gk
assert abs(kappa_ne - kappa_gk) < 4 * combined + 0.03 * kappa_gk
assert abs(heat / work - 1) < 0.08                     # stored energy fluctuates
assert abs((heat + storing) / work - 1) < 0.03         # finite time step only
assert kappa_strong < 0.8 * kappa_ne                   # linearity is lost
site_temperature = profile * mass / kB * atoms / (atoms - 1)
slope = np.polyfit(spacing * np.arange(atoms), site_temperature, 1)[0]
equivalent_gradient = temperature * weak_field
assert abs(slope) < 0.05 * equivalent_gradient

# derived scales and neglected effects
c_zero = correlation[0].mean()
velocity_scale = np.sqrt(c_zero / atoms) / kT
lifetime = kappa_gk / to_si * volume * kB * temperature ** 2 / c_zero
free_path = velocity_scale * lifetime
omega_top = np.sqrt((cage2 + 4 * spring + 3 * cage4 * square_exact) / mass)
quantum = const.hbar * omega_top * 1e12 / (const.k * temperature)
heat_ratio = quantum ** 2 * np.exp(quantum) / np.expm1(quantum) ** 2
resistivity = 1.2e-6                                   # ohm m, rough value for bismuth
lorenz = np.pi ** 2 / 3 * (const.k / const.e) ** 2
kappa_electron = lorenz * temperature / resistivity

print(f"temperature {temperature:.0f} K, atomic mass {mass_u:.0f} u")
print(f"spring {spring:.0f} eV/nm^2, harmonic cage {cage2:.0f} eV/nm^2")
print(f"quartic cage {cage4:.1e} eV/nm^4")
print(f"spacing {spacing} nm, area per row {area} nm^2")
print(f"atoms per ring {atoms}, rings {replicas}, time step {dt} ps")
print(f"ring length {atoms * spacing:.2f} nm")
print(f"cluster: work rate {work_rate:.6f}, J.F {work_expected:.6f} (reduced)")
print(f"cluster: compression at P=0 {compression_rest:.1e} (reduced)")
print(f"cluster: compression at P not 0 {compression_moving:.4f} (reduced)")
print(f"isokinetic dissipation: from flow {dissipation:.5f} 1/ps")
print(f"isokinetic dissipation: beta*J*F {dissipation_expected:.5f} 1/ps")
print(f"harmonic amplitude growth: eigenvalue {growth:.5f} 1/ps")
print(f"harmonic amplitude growth: F*v/2 {growth_expected:.5f} 1/ps")
print(f"<u^2>: dynamics {square_md:.4e} nm^2, quadrature {square_exact:.4e} nm^2")
print("running conductivity, W/(m K), with standard errors:")
for time, fluct, fe, driven, de in transient:
    print(f"  t={time} ps: fluctuations {fluct:.3f}+-{fe:.3f}, driven {driven:.3f}+-{de:.3f}")
for time in (5.0, 10.0, 15.0):
    value, error = mean_error(running[round(time / sample)])
    print(f"  t={time:.0f} ps: fluctuations {value:.3f}+-{error:.3f}")
print(f"Green-Kubo conductivity {kappa_gk:.3f}+-{error_gk:.3f} W/(m K)")
print(f"steady, F={weak_field} 1/nm: {kappa_ne:.3f}+-{error_ne:.3f} W/(m K)")
print(f"steady, F={middle_field} 1/nm: {kappa_mid:.3f}+-{error_mid:.3f} W/(m K)")
print(f"steady, F={strong_field} 1/nm: {kappa_strong:.3f}+-{error_strong:.3f} W/(m K)")
print(f"equilibrium run {length * sample:.0f} ps per ring, steady run {8000 * dt:.0f} ps per ring")
print(f"work J*F {work:.3e} eV/ps per ring, heat removed {heat:.3e} eV/ps per ring")
print(f"change in stored energy {storing:.3e} eV/ps per ring")
print(f"work per atom divided by kB {work / atoms / kB:.3f} K/ps")
print(f"equivalent gradient T*F {equivalent_gradient:.1f} K/nm")
print(f"measured temperature slope {slope:.3f} K/nm")
print(f"rms carrier velocity {velocity_scale:.3f} nm/ps")
print(f"current lifetime {lifetime:.2f} ps, mean free path {free_path:.2f} nm")
for strength in (weak_field, middle_field, strong_field):
    print(f"F times mean free path at F={strength} 1/nm: {strength * free_path:.3f}")
print(f"band top {omega_top / (2 * np.pi):.2f} THz, hbar*omega/kT {quantum:.3f}")
print(f"quantum/classical heat capacity at band top {heat_ratio:.3f}")
print(f"rough resistivity {resistivity:.1e} ohm m")
print(f"electronic conductivity estimate {kappa_electron:.1f} W/(m K)")
print(f"rms bond-length change / spacing {np.sqrt(np.mean(square_bond)) / spacing:.3f}")
print("all tests passed")
```

Output:

```
temperature 300 K, atomic mass 209 u
spring 150 eV/nm^2, harmonic cage 50 eV/nm^2
quartic cage 8.0e+05 eV/nm^4
spacing 0.33 nm, area per row 0.11 nm^2
atoms per ring 64, rings 400, time step 0.01 ps
ring length 21.12 nm
cluster: work rate 1.327232, J.F 1.327232 (reduced)
cluster: compression at P=0 3.9e-12 (reduced)
cluster: compression at P not 0 1.0000 (reduced)
isokinetic dissipation: from flow 0.12037 1/ps
isokinetic dissipation: beta*J*F 0.12037 1/ps
harmonic amplitude growth: eigenvalue 0.04131 1/ps
harmonic amplitude growth: F*v/2 0.04131 1/ps
<u^2>: dynamics 6.7643e-05 nm^2, quadrature 6.7331e-05 nm^2
running conductivity, W/(m K), with standard errors:
  t=0.5 ps: fluctuations 0.229+-0.004, driven 0.230+-0.001
  t=1.0 ps: fluctuations 0.414+-0.007, driven 0.416+-0.001
  t=2.0 ps: fluctuations 0.683+-0.011, driven 0.687+-0.002
  t=3.0 ps: fluctuations 0.862+-0.015, driven 0.867+-0.004
  t=5 ps: fluctuations 1.058+-0.022
  t=10 ps: fluctuations 1.177+-0.035
  t=15 ps: fluctuations 1.192+-0.044
Green-Kubo conductivity 1.192+-0.044 W/(m K)
steady, F=0.04 1/nm: 1.316+-0.018 W/(m K)
steady, F=0.12 1/nm: 1.245+-0.012 W/(m K)
steady, F=2.0 1/nm: 0.243+-0.000 W/(m K)
equilibrium run 120 ps per ring, steady run 80 ps per ring
work J*F 9.162e-03 eV/ps per ring, heat removed 9.226e-03 eV/ps per ring
change in stored energy -6.140e-05 eV/ps per ring
work per atom divided by kB 1.661 K/ps
equivalent gradient T*F 12.0 K/nm
measured temperature slope -0.230 K/nm
rms carrier velocity 1.142 nm/ps
current lifetime 2.40 ps, mean free path 2.74 nm
F times mean free path at F=0.04 1/nm: 0.110
F times mean free path at F=0.12 1/nm: 0.329
F times mean free path at F=2.0 1/nm: 5.487
band top 3.08 THz, hbar*omega/kT 0.493
quantum/classical heat capacity at band top 0.980
rough resistivity 1.2e-06 ohm m
electronic conductivity estimate 6.1 W/(m K)
rms bond-length change / spacing 0.029
all tests passed
```
